# Conductivity anisotropy of a layered metal with constant relaxation time: a program that tests the result

```python
"""Conductivity anisotropy of a layered metal with a constant relaxation time.

Result under test:  sigma_zz / sigma_xx = (2 t_c c / (hbar v_F))^2
for E(k) = k_par^2/(2 m) - 2 t_c cos(k_z c) with an open Fermi surface.
  t_c : interlayer hopping        c   : layer spacing
  m   : in-plane mass             tau : relaxation time
  E_F : Fermi energy from the centre of the interlayer band
  v_F : Fermi velocity of the uncoupled layers, m v_F^2 / 2 = E_F
Atomic units (e = hbar = m_e = 1) are used inside; output is converted.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.special import expit

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
TIME_FS = sc.physical_constants["atomic unit of time"][0] * 1e15
SIGMA_S_PER_CM = sc.e**2 / (sc.hbar * BOHR_NM * 1e-9) / 100


def brillouin_sums(energy, mu, kT, k_max, step, n_z, c, life=lambda th: 1.0):
    """Density, density of states, sigma_xx/tau and sigma_zz/tau.

    Plain sum over k with velocities from central differences of energy.
    """
    k = np.arange(-k_max, k_max, step) + 0.37 * step
    kx, ky = np.meshgrid(k, k, indexing="ij")
    d = 1e-4
    total = np.zeros(4)
    for j in range(n_z):
        kz = 2 * np.pi * (j + 0.5) / (n_z * c)
        f = expit((mu - energy(kx, ky, kz)) / kT)
        shell = f * (1 - f) / kT
        vx = (energy(kx + d, ky, kz) - energy(kx - d, ky, kz)) / (2 * d)
        vz = (energy(kx, ky, kz + d) - energy(kx, ky, kz - d)) / (2 * d)
        rel = life(kz * c)
        total += [f.sum(), shell.sum(), rel * (shell * vx**2).sum(),
                  rel * (shell * vz**2).sum()]
    return total * 2 * step**2 * (2 * np.pi / (n_z * c)) / (2 * np.pi)**3


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---- example: rough values in the regime of PdCoO2 at room temperature
n_layer_nm2, mass, c_nm = 14.0, 1.5, 0.6
t_ev, tau_fs, temp = 0.02, 80.0, 300.0
c = c_nm / BOHR_NM
t_c = t_ev / HARTREE_EV
tau = tau_fs / TIME_FS
kT = sc.k * temp / sc.e / HARTREE_EV
n_layer = n_layer_nm2 * BOHR_NM**2
k_F = np.sqrt(2 * np.pi * n_layer)
E_F = k_F**2 / (2 * mass)
v_F = k_F / mass
ratio = (2 * t_c * c / v_F)**2
sigma_xx = (n_layer / c) * tau / mass
sigma_zz = 2 * tau * mass * t_c**2 * c / np.pi


def layered(kx, ky, kz):
    return (kx**2 + ky**2) / (2 * mass) - 2 * t_c * np.cos(kz * c)


grid = (E_F, kT, 1.25 * k_F, k_F / 125, 16, c)
n_sum, dos_sum, xx_sum, zz_sum = brillouin_sums(layered, *grid)
assert E_F > 2 * t_c and kT > t_c
assert close(n_sum, n_layer / c, 1e-5)
assert close(dos_sum, mass / (np.pi * c), 1e-5)
assert close(xx_sum * tau, sigma_xx, 1e-5)
assert close(zz_sum * tau, sigma_zz, 1e-5)
assert close(zz_sum / xx_sum, ratio, 1e-5)
path_z = tau * np.sqrt(2) * t_c * c
assert close(tau * np.sqrt(zz_sum / dos_sum), path_z, 1e-5)

# ---- closed surface: E_F = t_c, in units with m = c = 2 t_c = 1
th0 = np.arccos(-0.5)
closed = (2 * 0.5 * (th0 / 2 - np.sin(2 * th0) / 4)
          / (0.5 * th0 + np.sin(th0)))
s = brillouin_sums(lambda x, y, z: (x**2 + y**2) / 2 - np.cos(z),
                   0.5, 0.03, 2.3, 0.03, 64, 1.0)
closed_sum = s[3] / s[2]      # here the open-surface formula gives 1
# the tolerance covers the thermal smearing of order (kT)^2 in the sum
assert close(closed_sum, closed, 5e-3)
assert abs(closed_sum - 1) > 0.2

# ---- sixfold in-plane energy at fixed density and density of states
w, p, q = 0.1, 0.5, 0.2


def six(kx, ky):
    return np.cos(6 * np.arctan2(ky, kx))


def warped(kx, ky, kz):
    m_ray = mass * np.sqrt(1 - w**2)
    return ((kx**2 + ky**2) * (1 + w * six(kx, ky)) / (2 * m_ray)
            - 2 * t_c * np.cos(kz * c))


s = brillouin_sums(warped, *grid)
assert close(s[0], n_layer / c, 1e-4) and close(s[1], dos_sum, 1e-4)
warp_sum = s[3] / s[2] / ratio
warp_formula = 1 / (1 + 9 * (1 / np.sqrt(1 - w**2) - 1))
assert close(warp_sum, warp_formula, 1e-4)


# ---- hopping that varies round the Fermi surface
def hop_varies(kx, ky, kz):
    return ((kx**2 + ky**2) / (2 * mass)
            - 2 * t_c * (1 + p * six(kx, ky)) * np.cos(kz * c))


s = brillouin_sums(hop_varies, *grid)
hop_sum = s[3] / s[2] / ratio
# the formula is leading order in t_c/E_F
assert close(hop_sum, 1 + p**2 / 2, 1e-3)

# ---- lifetime that varies along k_z
s = brillouin_sums(layered, *grid, life=lambda th: 1 + q * np.cos(2 * th))
life_sum = s[3] / s[2] / ratio
assert close(life_sum, 1 - q / 2, 1e-4)

# ---- non-parabolic layers: eps/E_F = (x + b x^2)/(1 + b), x = (k/k_F)^2
b = -0.2
D, T = 2 * t_c / E_F, kT / E_F
y = np.linspace(-30, 30, 1201)[:, None]
th = 2 * np.pi * (np.arange(32) + 0.5)[None, :] / 32
weight = expit(y) * expit(-y)
eps = 1 + T * y + D * np.cos(th)
k_red = np.sqrt((-1 + np.sqrt(1 + 4 * b * (1 + b) * eps)) / (2 * b))
v_red = (2 * k_red + 4 * b * k_red**3) / (1 + b)
v_red_F = (2 + 4 * b) / (1 + b)
zz = (weight * k_red / v_red * np.sin(th)**2).sum()
xx = (weight * k_red * v_red / 2).sum()
nonpar = zz / xx * v_red_F**2 - 1
e = sp.symbols("e", positive=True)
bs = sp.Rational(-1, 5)
x_e = (-1 + sp.sqrt(1 + 4 * bs * (1 + bs) * e)) / (2 * bs)
g_e = sp.diff(x_e, e)
h_e = x_e / g_e
g2 = float((sp.diff(g_e, e, 2) / g_e).subs(e, 1))
h2 = float((sp.diff(h_e, e, 2) / h_e).subs(e, 1))
heat = np.pi**2 * T**2 / 3
nonpar_formula = g2 / 2 * (D**2 / 4 + heat) - h2 / 2 * (D**2 / 2 + heat)
# the formula is second order in D and T; the next order is below 3 percent
assert close(nonpar, nonpar_formula, 0.03)


# ---- lifetime broadening: Kubo bubble, constant self-energy, T = 0
def bubble_over_formula(half_width_ev):
    e_f = E_F * HARTREE_EV
    eps_layer = np.arange(0, 40, 0.001)
    top = bottom = 0.0
    for theta in 2 * np.pi * (np.arange(16) + 0.5) / 16:
        gap = eps_layer - 2 * t_ev * np.cos(theta) - e_f
        spectral = half_width_ev / np.pi / (gap**2 + half_width_ev**2)
        top += np.sin(theta)**2 * (spectral**2).sum()
        bottom += (eps_layer * spectral**2).sum()
    return 2 * e_f * top / bottom


width_ev = HARTREE_EV / tau
blur = bubble_over_formula(width_ev / 2) - 1
blur_strong = bubble_over_formula(5 * t_ev) - 1
assert abs(blur) < 1e-5 and abs(blur_strong) < 1e-3

rho_xx = 1e6 / (sigma_xx * SIGMA_S_PER_CM)
rho_zz = 1e6 / (sigma_zz * SIGMA_S_PER_CM)
print("INPUTS (rough, PdCoO2 regime)")
print(f"electrons per layer area   {n_layer_nm2:.1f} nm^-2")
print(f"in-plane mass              {mass:.2f} m_e")
print(f"layer spacing c            {c_nm:.2f} nm")
print(f"hopping t_c                {t_ev:.3f} eV")
print(f"relaxation time            {tau_fs:.0f} fs")
print(f"temperature                {temp:.0f} K")
print("RESULTS")
print(f"k_F                        {k_F / BOHR_NM:.3f} nm^-1")
print(f"E_F                        {E_F * HARTREE_EV:.3f} eV")
print(f"v_F                        {v_F * BOHR_NM / TIME_FS:.4f} nm/fs")
print(f"hbar v_F                   {v_F * HARTREE_EV * BOHR_NM:.4f} eV nm")
print(f"2 t_c c                    {2 * t_ev * c_nm:.4f} eV nm")
print(f"2 t_c c/(hbar v_F)         {np.sqrt(ratio):.5f}")
print(f"ratio zz/xx, formula       {ratio:.6e}")
print(f"ratio zz/xx, k-space sum   {zz_sum / xx_sum:.6e}")
print(f"inverse ratio              {1 / ratio:.1f}")
print(f"sigma_xx                   {sigma_xx * SIGMA_S_PER_CM:.4e} S/cm")
print(f"sigma_zz                   {sigma_zz * SIGMA_S_PER_CM:.4e} S/cm")
print(f"in-plane resistivity       {rho_xx:.3f} microohm cm")
print(f"out-of-plane resistivity   {rho_zz:.1f} microohm cm")
print(f"rms interlayer free path   {path_z * BOHR_NM:.3f} nm")
print(f"same path                  {path_z * BOHR_NM * 10:.2f} angstrom")
print(f"same path / c              {path_z / c:.3f}")
print("LIMITS AND NEGLECTED EFFECTS")
print(f"kT                         {kT * HARTREE_EV:.5f} eV")
print(f"kT/t_c                     {kT / t_c:.3f}")
print(f"2 t_c/E_F                  {D:.5f}")
print(f"hbar/tau                   {width_ev:.5f} eV")
print(f"hbar/(tau t_c)             {width_ev / t_ev:.3f}")
print("true ratio / formula, closed surface E_F = t_c:")
print(f"  closed form {closed:.4f}, k-space sum {closed_sum:.4f}")
print("true ratio / formula, open surface:")
print(f"  energy warp w={w}:  sum {warp_sum:.4f}, form {warp_formula:.4f}")
print(f"  hopping p={p}:      sum {hop_sum:.4f}, form {1 + p**2 / 2:.4f}")
print(f"  lifetime q={q}:     sum {life_sum:.4f}, form {1 - q / 2:.4f}")
print(f"relative shift, quartic term b={b}, at 300 K:")
print(f"  quadrature {nonpar:.3e}, second order {nonpar_formula:.3e}")
print(f"size of broadening shift, tau as given:     {abs(blur):.1e}")
print(f"size of broadening shift, hbar/tau=10 t_c:  {abs(blur_strong):.1e}")
print("all good")
```

Running it gives:

```
INPUTS (rough, PdCoO2 regime)
electrons per layer area   14.0 nm^-2
in-plane mass              1.50 m_e
layer spacing c            0.60 nm
hopping t_c                0.020 eV
relaxation time            80 fs
temperature                300 K
RESULTS
k_F                        9.379 nm^-1
E_F                        2.234 eV
v_F                        0.7239 nm/fs
hbar v_F                   0.4764 eV nm
2 t_c c                    0.0240 eV nm
2 t_c c/(hbar v_F)         0.05037
ratio zz/xx, formula       2.537413e-03
ratio zz/xx, k-space sum   2.537411e-03
inverse ratio              394.1
sigma_xx                   3.5068e+05 S/cm
sigma_zz                   8.8981e+02 S/cm
in-plane resistivity       2.852 microohm cm
out-of-plane resistivity   1123.8 microohm cm
rms interlayer free path   2.063 nm
same path                  20.63 angstrom
same path / c              3.438
LIMITS AND NEGLECTED EFFECTS
kT                         0.02585 eV
kT/t_c                     1.293
2 t_c/E_F                  0.01790
hbar/tau                   0.00823 eV
hbar/(tau t_c)             0.411
true ratio / formula, closed surface E_F = t_c:
  closed form 0.6605, k-space sum 0.6593
true ratio / formula, open surface:
  energy warp w=0.1:  sum 0.9566, form 0.9566
  hopping p=0.5:      sum 1.1248, form 1.1250
  lifetime q=0.2:     sum 0.9000, form 0.9000
relative shift, quartic term b=-0.2, at 300 K:
  quadrature 1.215e-03, second order 1.210e-03
size of broadening shift, tau as given:     2.0e-09
size of broadening shift, hbar/tau=10 t_c:  2.8e-05
all good
```
